Comment on carbon binding and zero pressure around a screw dislocation

The argument under review runs as follows. A carbon atom in bcc iron enlarges the crystal. A volume change interacts with pressure. A straight screw dislocation in an isotropic medium produces pure shear and no pressure. Therefore, the argument concludes, carbon has no interaction with a screw dislocation to first order in the dislocation strain, and any binding must come from the core or from second-order effects.

The first three statements can be accepted within linear isotropic elasticity. The conclusion needs a further premise: that volume change is the whole of the carbon atom's elastic action. The comments below test that premise, then ask what survives thermal mixing and the elastic anisotropy of iron.

**1. The field, and what its zero pressure means**

Let the dislocation line and its Burgers vector lie along [111], in an infinite medium. I use the right-handed axes

e₁ = [2,−1,−1]/√6, e₂ = [0,1,−1]/√2, e₃ = [1,1,1]/√3,

with polar coordinates r, θ in the plane of e₁ and e₂. The azimuth θ starts at e₁, the projection of [100]. The sign convention is that the displacement along the line grows by b in one positive turn:

u_z = bθ/(2π), u₁ = u₂ = 0.

The strain follows by differentiation:

ε_θz = ½(1/r)∂u_z/∂θ = b/(4πr).

The component ε_rz vanishes because u_z does not depend on r, and the remaining independent components vanish because there is no in-plane displacement and no variation along z. With shear modulus μ,

σ_θz = 2με_θz = μb/(2πr), tr σ = 0.

Equilibrium requires ∇²u_z = 0, which holds away from the line because u_z is linear in θ and independent of r. The zero pressure is therefore correct. It removes one invariant of the stress, its trace, and leaves the shear.

**2. The energy of a solute in a given strain**

The solute pushes on its iron neighbours with forces F^m at positions R^m relative to its centre. To find how these forces interact with a dislocation, write the energy of a harmonic crystal as

U(v) = ½ v·Hv − (f_d + f_s)·v.

Here v collects all displacements, H is the symmetric stiffness matrix, f_d represents the slip that creates the dislocation, and f_s represents the solute. A constant belonging to the dislocation alone has been dropped. Setting the derivative to zero gives Hv = f_d + f_s, and substitution gives

U_min = −½(f_d + f_s)·H⁻¹(f_d + f_s).

The two mixed terms are equal because H is symmetric. Their sum is

E = −f_s·H⁻¹f_d = −f_s·u,

where u is the displacement due to the dislocation. The factor ½ has disappeared because there are two mixed terms. The forces f_s are taken as unchanged by the dislocation strain; this is what "first order" means here.

Now expand u about the solute centre:

E = −u_i Σ_m F_i^m − (∂u_i/∂x_j) Σ_m F_i^m R_j^m − …

The first sum is the net force and vanishes. The second defines the elastic dipole P_ij = Σ_m F_i^m R_j^m. It is symmetric because the forces exert no net torque, so the rotation part of ∂u_i/∂x_j drops out:

E = −P_ij ε_ij.

Negative E means binding. For an isotropic dipole, P_ij = P₀δ_ij, this becomes −P₀ tr ε, which is zero around the isotropic screw. The argument under review is correct for that defect.

**3. Carbon is not that defect**

Carbon occupies octahedral sites in bcc iron. Such a site has two iron neighbours at a/2 along one cube axis n and four at a/√2 across it, so its symmetry is tetragonal. A crystal filled with aligned solutes, with c solutes per iron atom, takes the strain cλ, where

λ = λ_a I + Δλ nn, Δλ = λ_c − λ_a.

To connect λ with P, let Ω be the volume per iron atom. The solute density is c/Ω, and the energy density of the uniformly strained crystal is

w = ½ ε:C:ε − (c/Ω) P:ε.

Its minimum lies at C:ε = (c/Ω)P. Since this strain is cλ by definition,

P = Ω C:λ.

Inserting this into E = −P:ε, and using the symmetry of C under exchange of its index pairs, gives

E = −Ω λ:C:ε = −Ω λ_ij σ_ij.

Splitting λ into its trace and its traceless part λ′ shows where the argument loses a term. With pressure p = −tr σ/3,

E = pΩ tr λ − Ω λ′:σ.

The first term is pressure times volume change. The second is equally linear in the field and contains the shear. Setting p = 0 does not remove it.

**4. The missing term evaluated**

For the isotropic screw the λ_a part multiplies tr σ and vanishes. There remains

E = −ΩΔλ n·σ·n = −2ΩΔλ n_θ n_z σ_θz.

The factor 2 counts the equal components σ_θz and σ_zθ. Projecting the three cube axes on e₁, e₂ and e₃ gives

n_k = √(2/3)(cos φ_k e₁ + sin φ_k e₂) + e₃/√3,

with φ = 0, 120° and 240° for [100], [010] and [001]. The azimuthal unit vector is e_θ = −sin θ e₁ + cos θ e₂, so

n_θ = √(2/3)(sin φ_k cos θ − cos φ_k sin θ) = √(2/3) sin(φ_k − θ), n_z = 1/√3.

The product is 2n_θn_z = (2√2/3) sin(φ_k − θ). Multiplication by ΩΔλ μb/(2πr) gives

E_k(r,θ) = −(A/r) sin(φ_k − θ),

A = √2 μbΩΔλ/(3π).

The energy is linear in b and falls as 1/r. The physical picture is simple. Shear stretches some oblique directions and shortens others while leaving the volume unchanged. A solute that wants to lengthen the crystal along n gains energy where n is a stretched direction.

This also shows when the coupling fails. If n makes an angle β with the line, the largest value of 2n_θn_z is sin 2β. A tetragonal axis parallel or perpendicular to the line would give zero. For the cube axes cos β = 1/√3 and sin 2β = 2√2/3 ≈ 0.94, close to the greatest possible value of one. The coupling thus depends on tetragonality and on orientation together.

The formula was tested against the work of explicit forces on the six neighbours, with the cluster shrunk to one thousandth of its size at fixed dipole. At r = 0.8, 1 and 3 nm, and at four azimuths for each, the energies of all three variants agreed within 2 × 10⁻⁵ A/r. Replacing the dipole by an isotropic one, or turning its axis parallel to the line, gave zero within the same margin.

**5. Is there a bound variant at every azimuth?**

The three angles φ_k − θ are 120° apart. One of them must lie within 60° of 90°, where the sine is at least ½. For positive A, the binding energy of the best variant therefore satisfies

A/(2r) ≤ max_k(−E_k) ≤ A/r.

The upper value occurs at θ = φ_k − 90°, that is, at −90°, 30° and 150°. The lower value occurs halfway between these directions, where two variants are equally bound. Reversing the sign of b or of Δλ changes the sign of every E_k. This is the same as turning the pattern by 180°, so the bounds then hold with |A|.

There is nevertheless a sense in which the original conclusion contains something true. Three unit vectors at 120° add to zero, hence

E₁ + E₂ + E₃ = 0.

If the three variants were equally populated regardless of energy, the mean first-order interaction would vanish. A calculation that averages the dipole over orientations before applying the field has replaced carbon by an isotropic defect.

**6. What thermal mixing does**

Suppose that carbon can exchange between the three kinds of site and reaches equilibrium. Relative to carbon far from the line, its local free energy in the dilute limit is

F = −kT ln[(1/3) Σ_k exp(−E_k/kT)].

Far from the line the exponentials can be expanded. Write ⟨…⟩ for the equal-weight average over variants. Because ⟨E⟩ = 0,

⟨exp(−E/kT)⟩ = 1 + ⟨E²⟩/(2k²T²) − ⟨E³⟩/(6k³T³) + …

To third order the logarithm adds no further terms, so

F = −⟨E²⟩/(2kT) + ⟨E³⟩/(6k²T²) + …

The averages follow from sin²α = (1 − cos 2α)/2 and sin³α = (3 sin α − sin 3α)/4. Terms in 2α and α cancel over the three variants. The term in 3α does not, because 3φ_k is a multiple of 360°. Thus

⟨E²⟩ = A²/(2r²), ⟨E³⟩ = −(A³/4r³) sin 3θ,

F = −A²/(4kTr²) − A³ sin 3θ/(24k²T²r³) + …

In the isotropic medium, where ⟨E⟩ = 0, the leading free energy is second order in the field; Section 8 shows that this does not carry over to cubic iron. A first-order energy acting on a first-order change of population lowers the mean energy by A²/(2kTr²), and the accompanying loss of orientational entropy gives half of this back. No change of the local stiffness by the solute is involved. The expansion requires r to be large compared with A/kT.

In the opposite limit, r ≪ A/kT, the lowest energies dominate the sum. Where one variant lies several kT below the other two,

F ≈ −max_k(−E_k) + kT ln 3.

The linear binding is restored, less the entropy lost by choosing one orientation out of three. Where two variants are equally low, the last term is kT ln(3/2).

**7. Size of the effect for carbon in iron**

Take these model inputs, chosen in the range of carbon in bcc iron and not quoted as measurements: a = 0.287 nm, λ_c = 0.85, λ_a = −0.10 and μ = 82 GPa = 511.8 eV/nm³. Then b = √3a/2 = 0.2485 nm, Ω = a³/2 = 0.01182 nm³ and Δλ = 0.95. The coupling is

A = 0.1501 × 511.8 × 0.2485 × 0.01182 × 0.95 eV nm = 0.214 eV nm,

or 3.43 × 10⁻²⁹ J m, where 0.1501 is √2/(3π).

At r = 1 nm and θ = −90°, the [100] variant has energy −0.214 eV and the other two have +0.107 eV. At θ = −30°, [100] and [010] both have −0.107 eV, while [001] has +0.214 eV. These pairs of numbers show both bounds and the zero sum. At 300 K, kT is 0.02585 eV, so even the weaker isotropic value is about four times the thermal energy.

The distance separating the two thermal regimes is

A/kT = 0.2143/0.02585 nm = 8.29 nm.

Along θ = −90° the free energy at 1 nm is −186 meV. The near-field estimate gives −214 + 28 = −186 meV, since kT ln 3 is 28 meV. The far-field formula would give −444 meV there, well outside its range. At 20 nm the free energy is −1.17 meV and the leading far-field term is −1.11 meV. At 100 nm they are −0.045 and −0.044 meV. The excess has the sign of the cubic term, which deepens F here because sin 3θ = 1.

The populations show the same change. The share of [100] is practically one at 1 nm, 0.63 at 10 nm and 0.36 at 100 nm, approaching one third. The first-order expansion of the population, (1/3)(1 − E/kT), gives 0.36 at 100 nm.

**8. Iron is not isotropic**

This objection applies to the argument under review and to the correction above. With the model inputs C₁₁ = 230, C₁₂ = 135 and C₄₄ = 117 GPa, the ratio 2C₄₄/(C₁₁ − C₁₂) is 2.46 instead of one. The zero pressure itself then fails.

To see why, note that a cubic stiffness differs from an isotropic one by a term containing the cube axes. Its contribution to the stress is

σ′_ij = h Σ_k n_i n_j (n·ε·n), h = C₁₁ − C₁₂ − 2C₄₄,

where n stands for n_k. In the screw field, n·ε·n = n_z n_γ ∂u_z/∂x_γ, with γ = 1, 2. The in-plane force density along e₁ is therefore

∂σ′₁β/∂x_β = h n_z T₁βγ ∂²u_z/∂x_β∂x_γ, T_αβγ = Σ_k n_α n_β n_γ.

The three projected axes give T₁₁₁ = (2/3)^{3/2}(1 − 1/8 − 1/8) = −T₁₂₂, while T₁₁₂ = 0. Since ∇²u_z = 0, the force density is 2h n_z T₁₁₁ ∂²u_z/∂x₁², which is not identically zero. The isotropic displacement is thus out of equilibrium in the cubic crystal, and in-plane displacements must appear. These can carry pressure.

Their size requires the full anisotropic solution. Trial displacements u_i = a_i f(x₁ + px₂) satisfy equilibrium if

[C_i1k1 + p(C_i1k2 + C_i2k1) + p²C_i2k2] a_k = 0.

The vanishing determinant gives six roots p in conjugate pairs. Taking the three with positive imaginary part, the dislocation is

u_i = (1/π) Im Σ_α D_α a_i^α ln(x₁ + p_αx₂).

One turn changes each logarithm by 2πi. The complex amplitudes D_α are fixed by the Burgers vector and by the absence of a net force on the line:

2 Re Σ_α D_α a_i^α = b_i, 2 Re Σ_α D_α l_i^α = 0,

with l_i = (C_i2k1 + pC_i2k2)a_k. The resulting stress is inserted in E = −Ωλ:σ, which did not assume isotropy.

With λ held fixed, the strongest binding at 1 nm is 0.161 eV, compared with 0.214 eV in the isotropic model, a reduction of 25%. This percentage depends on the isotropic modulus chosen for comparison: the isotropic formula gives 0.185 eV with μ = (C₁₁ − C₁₂ + C₄₄)/3 = 70.7 GPa and 0.165 eV with the energy factor of this screw, 63 GPa. The peak is nearly flat. It splits into maxima at 135° and 165°, and at their symmetry equivalents, with 0.158 eV between them at 150°. The binding of the best variant is weakest at 0.030 eV, instead of 0.107 eV. A bound variant was still found at every azimuth on a half-degree grid, but the isotropic lower bound A/(2r) does not carry over to iron.

The peak hydrostatic stress at 1 nm is 0.68 GPa, beside an isotropic shear stress of 3.24 GPa. Acting on tr λ = 0.65, it contributes at most 0.033 eV. The pressure term is therefore present. Its largest value is about a fifth of the peak binding of 0.161 eV, and its sign changes with azimuth. It adds 0.024 eV to the binding at 135°. At −30° it removes 0.033 eV from a deviatoric binding of 0.063 eV and leaves 0.030 eV, a difference that is sensitive to the inputs.

The pressure also changes the far field of Sections 6 and 7. The variant average is now ⟨E⟩ = pΩ tr λ instead of zero, so F has a first-order term falling as 1/r, which dominates from about 10 nm outward. At 100 nm and 300 K, F is −0.34 meV at −90° and +0.31 meV at −30°, compared with −0.045 meV at −90° in the isotropic model. The far-field numbers of Section 7 describe the isotropic model, not iron.

A tempting shortcut is to combine the cubic force dipole with the isotropic strain. The tetragonal part of P is then Ω(C₁₁ − C₁₂)Δλ instead of 2μΩΔλ, so the binding is multiplied by 95/164 and becomes 0.124 eV. This lies below the peak of the consistent anisotropic calculation. An estimate should state whether λ or P was held fixed and which moduli connected them.

**9. Other limits of the estimate**

For forces on the six nearest neighbours in the isotropic field, the point-dipole approximation is good at 1 nm. At θ = −90°, the [100] dipole has its axial neighbours displaced by t = a/√6 across the radius. The lateral neighbours whose forces have a component along z are displaced by the same amount. The angle seen from the line is arctan(t/r) = t/r − t³/(3r³) + …, so the relative correction is −t²/(3r²) = −a²/(18r²), or −0.46%. The full six-neighbour sum gives −0.45%.

A solute may also change the local modulus. For a relative change of order one in one atomic volume, the energy scale is ½μΩγ², where γ = b/(2πr) is the engineering shear strain. At 1 nm, γ = 0.040 and this scale is 0.005 eV, about 2% of A/r. It falls as 1/r². This is an order of magnitude, not a calculated polarizability, and it does not include the nonlinear elasticity of the iron itself. Closer to the line the linear field ceases to be reliable, and nothing here determines the binding in the core.

Finally, a binding energy is not yet an occupancy. There are three octahedral sites per iron atom, one of each orientation. For a background of c = 10⁻⁵ solutes per iron atom, the dilute occupancy of the best sites at 1 nm and 300 K is

(c/3) exp(A/(rkT)) = 0.013.

The same expression reaches one half at r = 0.70 nm, where it can no longer be called dilute. Replacing 0.214 eV by the anisotropic peak of 0.161 eV lowers the occupancy at 1 nm by a factor of about eight, because the difference is twice kT.

**10. Bearing on real iron, and the correction requested**

The parameters are meant to represent carbon in ferrite. The dissolved content is dilute but metastable at 300 K: equilibrium with carbide would leave much less carbon in solution, and the occupancies would fall with it. Of the effects sized here at 1 nm, anisotropy moves the binding energy of the best variant most: relative to the isotropic model with μ = 82 GPa, it lowers the maximum over azimuth by a quarter and the minimum over azimuth by almost three quarters. Real dislocations are also curved, have neighbours and possess a core, and carbon atoms interact with one another. The equilibrium populations further require enough time for carbon to move between sites. The numbers above should therefore be used as estimates for an isolated straight line outside its core, not as measured binding energies.

The manuscript's conclusion should be withdrawn for carbon. In an isotropic medium it holds for defects with an isotropic elastic dipole, and for tetragonal ones whose axis is parallel or perpendicular to the line. For carbon, the deviatoric part of the dipole must be retained before any average over orientations is taken. The check's output lists energies and free energies at further distances.

Values computed for the example and the checks

```
lattice parameter a = 0.287 nm; Burgers length b = 0.2485 nm
volume per iron atom = 0.01182 nm^3
lam_c = 0.85, lam_a = -0.10, difference = 0.95
isotropic mu = 82.0 GPa = 511.8 eV/nm^3
bulk modulus = 166.7 GPa
isotropic dipole: P_c = 15.65 eV, P_a = 4.16 eV
temperature = 300 K, kT = 0.02585 eV
coupling A = 0.2143 eV nm = 3.434e-29 J m
engineering shear strain at 1 nm = 0.0396
shear stress at 1 nm = 3.244 GPa
E at 1 nm, azimuth -90 deg, [100] [010] [001]: -0.2143 +0.1072 +0.1072 eV
E at 1 nm, azimuth -30 deg, [100] [010] [001]: -0.1072 -0.1072 +0.2143 eV
best variant at 1 nm over azimuth: 0.1072 to 0.2143 eV
thermal crossover radius A/kT = 8.29 nm
azimuth -90 deg: r (nm), E[100], F, far-field limit (meV), [100] share
     1  -214.338  -185.937   -444.267  1.0000
     2  -107.169   -78.871   -111.067  0.9960
     5   -42.868   -18.443    -17.771  0.8574
    10   -21.434    -4.803     -4.443  0.6343
    20   -10.717    -1.173     -1.111  0.4822
    50    -4.287    -0.182     -0.178  0.3907
   100    -2.143    -0.045     -0.044  0.3615
Neglected effects, at 1 nm:
cubic C11, C12, C44 = 230, 135, 117 GPa
anisotropy ratio 2 C44/(C11-C12) = 2.46
anisotropic best variant over azimuth: 0.0303 to 0.1608 eV
azimuth of strongest anisotropic binding = 135.0 deg (one of several)
anisotropic peak hydrostatic stress = 0.678 GPa
energy of the dilatational part in it = 0.0325 eV
cubic force dipole in isotropic strain: peak binding = 0.1242 eV
finite force cluster: E = -0.2134 eV, change = -0.45 %
second-order modulus-change energy, order of size = 0.0047 eV
solute ratio 1e-05: dilute occupancy of best sites = 0.0133
radius where dilute occupancy reaches one half = 0.696 nm
```
